# Simple-Cubic Point Dipoles Become Unstable Before the Clausius-Mossotti Divergence

## Two dipoles that hide their instability

Two identical particles of polarizability $\alpha$ sit a distance $d$ apart on the $x$ axis. For the moment their dipoles may point only along $\pm z$. In atomic units ($4\pi\varepsilon_0=1$, so that $\alpha$ is a volume) creating a dipole $p$ costs $p^2/2\alpha$, and two parallel dipoles side by side repel with energy $p_1p_2/d^3$. In a uniform field $E$ along $z$,

$$U=\frac{p_1^2+p_2^2}{2\alpha}+\frac{p_1p_2}{d^3}-E(p_1+p_2).$$

Put $p_1=(P+Q)/\sqrt2$ and $p_2=(P-Q)/\sqrt2$. Then $p_1^2+p_2^2=P^2+Q^2$ and $p_1p_2=(P^2-Q^2)/2$, so

$$U=\frac12\left(\frac1\alpha+\frac1{d^3}\right)P^2+\frac12\left(\frac1\alpha-\frac1{d^3}\right)Q^2-\sqrt2\,EP.$$

The field acts on $P$ alone. The induced dipole is $p_1=p_2=\alpha E/(1+\alpha/d^3)$, which is finite and positive for every $\alpha$. Yet for $\alpha>d^3$ the coefficient of $Q^2$ is negative, and the pair lowers its energy by growing opposite dipoles. The response to a uniform field gives no sign of this, because a uniform field does no work on an antiparallel pattern.

The same thing happens in a crystal of polarizable points. The Clausius-Mossotti formula has a divergence, known as the polarization catastrophe. On the simple cubic lattice it is the instability of the uniform pattern, and another pattern fails first.

## The counter-example: a lattice with a healthy permittivity

Place identical, isotropic, linearly polarizable points on a rigid simple cubic lattice of constant $a$. They interact as undamped point dipoles. The energy is

$$U=\sum_i\frac{p_i^2}{2\alpha}-\frac12\sum_{i\neq j}\mathbf p_i\cdot\mathsf T_{ij}\,\mathbf p_j-\sum_i\mathbf E\cdot\mathbf p_i,\qquad \mathsf T=\frac{3\,\mathbf r\mathbf r-r^2\mathsf 1}{r^5},$$

where $\mathsf T_{ij}\mathbf p_j$ is the field of dipole $j$ at site $i$. Take $\alpha=10$ bohr³ and $a=3.6$ bohr, so that

$$s\equiv\frac{\alpha}{a^3}=\frac{10}{46.656}=0.2143.$$

**The uniform pattern.** Let every dipole equal $\mathbf p$, with polarization $\mathbf P=\mathbf p/a^3$, and let $\mathbf E$ now denote the macroscopic field inside the sample. To find the field on one site, draw around it a sphere that is large compared with $a$. The dipoles inside contribute nothing: by cubic symmetry the sums of $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ over the sphere are equal, so each diagonal element of $\sum(3\mathbf r\mathbf r-r^2\mathsf 1)/r^5$ vanishes, and the off-diagonal elements cancel by reflection. The material outside may be treated as a continuum. It produces $\mathbf E$ plus the field of the charge on the cavity wall, whose density is $-P\cos\theta$, with $\theta$ measured from $\mathbf P$. The component of that field along $\mathbf P$ at the centre is

$$\int P\cos^2\theta\,d\Omega=2\pi P\int_{-1}^{1}u^2\,du=\frac{4\pi}{3}P .$$

Hence $p=\alpha\left(E+\tfrac{4\pi}{3}p/a^3\right)$. With $x=4\pi s/3$ this gives $p=\alpha E/(1-x)$, and

$$\varepsilon=1+\frac{4\pi P}{E}=1+\frac{4\pi s}{1-x}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.$$

This is the Clausius-Mossotti relation. It diverges at $x=1$, that is, at $s=3/(4\pi)=0.2387$. Our lattice has $x=0.8978$ and $\varepsilon=27.4$: large, finite and positive. At zero macroscopic field the energy per particle of the uniform pattern is $\tfrac12p^2$ times the curvature

$$\frac1\alpha-\frac{4\pi}{3a^3}=0.1000-0.0898=+0.0102\ \text{bohr}^{-3}.$$

Judged by this pattern alone, the lattice is stable.

**The checkerboard of columns.** Now keep all dipoles along $z$, equal within each column parallel to $z$, but let the sign alternate between neighbouring columns:

$$\mathbf p_{\mathbf n}=q\,(-1)^{n_x+n_y}\,\hat{\mathbf z},$$

with $\mathbf n$ the integer site coordinates. We need the field that this pattern produces on its own sites. Measure lengths in units of $a$, so that fields carry a factor $1/a^3$.

Within a column, the dipoles at distances $n=1,2,\dots$ on both sides each contribute $2/n^3$. Together they give

$$2\sum_{n\ge1}\frac{2}{n^3}=4\zeta(3)=4.8082 .$$

Next take another column of unit dipoles at perpendicular distance $\rho$. Since $T_{zz}=(3z^2-r^2)/r^5=\partial_z^2(1/r)$, its field is

$$C(\rho)=\sum_{n=-\infty}^{\infty}g(n),\qquad g(z)=\frac{d^2}{dz^2}\frac1{\sqrt{\rho^2+z^2}} .$$

Poisson summation turns this into $\sum_m\hat g(2\pi m)$ with $\hat g(\kappa)=\int g(z)e^{-i\kappa z}dz$. Two integrations by parts, whose boundary terms vanish, bring out a factor $-\kappa^2$. The remaining integral is the standard representation of the modified Bessel function $K_0$:

$$\hat g(\kappa)=-\kappa^2\int_{-\infty}^{\infty}\frac{\cos\kappa z}{\sqrt{\rho^2+z^2}}\,dz=-2\kappa^2K_0(|\kappa|\rho)\qquad(\kappa\ne0).$$

For $\kappa=0$ the integral of $g$ is the difference of a first derivative at $\pm\infty$, which is zero. The terms $m$ and $-m$ are equal, so

$$C(\rho)=-16\pi^2\sum_{m\ge1}m^2K_0(2\pi m\rho)<0 .$$

Because $K_0$ is positive, parallel columns whose dipoles sit at equal heights, as they do here, oppose each other at every distance. Because it decays exponentially, few columns matter. The field on a site of the checkerboard, divided by $q/a^3$, is therefore

$$\lambda_M=4\zeta(3)+\sum_{(x,y)\ne(0,0)}(-1)^{x+y}\,C\!\left(\sqrt{x^2+y^2}\right).$$

The four nearest columns are reversed and add $+0.5821$. The four diagonal ones are parallel and add $-0.0363$. All the others together add $-0.0004$. The sum is

$$\lambda_M=4.8082+0.5821-0.0363-0.0004=5.3536 .$$

The curvature for this pattern is

$$\frac1\alpha-\frac{\lambda_M}{a^3}=0.1000-0.1147=-0.0147\ \text{bohr}^{-3}.$$

It is negative. A pattern of amplitude $q=0.1\,e\,$bohr changes the energy per particle by $\tfrac12(0.1)^2(-0.01475)=-7.4\times10^{-5}$ hartree.

The same change results if the pattern is added to the uniformly polarized state. The cross terms between the two patterns are proportional to $\sum_{\mathbf n}(-1)^{n_x+n_y}$, which averages to zero, and so does the work done by a uniform field. The state described by $\varepsilon=27.4$ does solve the equations for the induced dipoles, but it is a saddle point of the energy and not a minimum.

## Why the checkerboard fails before the uniform pattern

The column sum shows, without numerical work, that this is not an accident of the chosen parameters. Give all columns the same sign and the sum becomes $4\zeta(3)+\sum C$. This must equal the uniform value $4\pi/3$. To see why, let the sign pattern be replaced by a slow modulation $\cos(k_xn_x)$. A polarization along $z$ that varies only along $x$ has no divergence, hence no macroscopic charge and no macroscopic field, and the sphere argument gives $4\pi/3$ as $k_x\to0$. The column sum converges absolutely, so it is continuous in $k_x$ and takes that value at $k_x=0$. The numbers agree: $4.80823-0.58206-0.03627=4.18990$, and the farther columns supply the remaining $-0.00111$ needed to reach $4.18879$.

Subtracting the uniform sum from the checkerboard sum cancels every column with even $x+y$ and doubles every column with odd $x+y$:

$$\lambda_M-\frac{4\pi}{3}=-2\sum_{x+y\ \text{odd}}C\!\left(\sqrt{x^2+y^2}\right)>0 .$$

Every term is positive, so $1/\lambda_M<3/(4\pi)$. Physically, both patterns enjoy the strong head-to-tail attraction within columns. They differ in the weaker coupling between columns, and there antiparallel neighbours win.

## The general statement

A Bloch pattern $\mathbf p_{\mathbf n}=\mathbf p\,e^{i\mathbf k\cdot\mathbf n}$, with $\mathbf k$ in units of $1/a$, produces at each site a field given by the $3\times3$ matrix

$$\mathsf D(\mathbf k)=\sum_{\mathbf n\ne0}\mathsf T(\mathbf n)\cos(\mathbf k\cdot\mathbf n)$$

in units of $1/a^3$. The sine part cancels because $\mathsf T(-\mathbf n)=\mathsf T(\mathbf n)$. Let $\Lambda$ be the supremum of the eigenvalues of $\mathsf D(\mathbf k)$ over all $\mathbf k\neq0$.

**Statement.** Without an applied field, the unpolarized lattice is a strict energy minimum against all patterns of finite $\sum p^2$ if $s\Lambda<1$. If $s\Lambda>1$, the energy has no lower bound. For the simple cubic lattice $\Lambda=\lambda_M$, so the critical value is

$$s_M=\frac1{\lambda_M}=0.1868 .$$

**Proof of the criterion.** Take first a pattern on finitely many sites, and write $\tilde{\mathbf p}(\mathbf k)=\sum_{\mathbf n}\mathbf p_{\mathbf n}e^{-i\mathbf k\cdot\mathbf n}$. Parseval's relation turns both sums in the energy into integrals over the Brillouin zone:

$$U=\frac12\int\frac{d^3k}{(2\pi)^3}\;\tilde{\mathbf p}^\dagger\left[\frac{\mathsf 1}{\alpha}-\frac{\mathsf D(\mathbf k)}{a^3}\right]\tilde{\mathbf p}.$$

The bracket has no eigenvalue below $1/\alpha-\Lambda/a^3$. Therefore

$$U\ge\frac12\left(\frac1\alpha-\frac{\Lambda}{a^3}\right)\sum_{\mathbf n}p_{\mathbf n}^2 ,$$

which is positive for any nonzero pattern if $s\Lambda<1$. Since $\mathsf D$ is bounded, the inequality extends to every pattern with finite $\sum p^2$. If $s\Lambda>1$, there is a wavevector $\mathbf k_0\ne0$ at which $\mathsf D$ has an eigenvalue above $1/s$. Away from $\mathbf k=0$ the matrix is continuous, so a wave packet concentrated near $\pm\mathbf k_0$ with the matching polarization has $U<0$. Multiplying its amplitude by $c$ multiplies $U$ by $c^2$, so the energy has no lower bound. $\square$

An applied field $\mathbf E$ does not alter the criterion. Expanding about a stationary state, the linear terms cancel and the same quadratic form remains.

**The value of $\Lambda$.** The checkerboard is the pattern at $M=(\pi,\pi,0)$, so $\Lambda\ge\lambda_M$. This alone proves that the lattice is unstable above $s=0.1868$. That no other wavevector does better is a numerical finding here. It needs $\mathsf D(\mathbf k)$ in a rapidly convergent form.

Split $1/r=\operatorname{erfc}(\eta r)/r+\operatorname{erf}(\eta r)/r$ and use $\mathsf T=\nabla\nabla(1/r)$. The first part is summed directly. The second is the potential of a Gaussian charge, with Fourier transform $4\pi e^{-K^2/4\eta^2}/K^2$. Poisson summation over all sites, including $\mathbf n=0$, replaces $\nabla\nabla$ by $-\mathbf K\mathbf K$, where $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf G$ runs over $2\pi$ times the integer vectors. The term $\mathbf n=0$ must then be removed. Near the origin $\operatorname{erf}(\eta r)/r=(2\eta/\sqrt\pi)(1-\eta^2r^2/3+\dots)$, whose second derivative is $-4\eta^3/(3\sqrt\pi)$ times the unit matrix. Thus

$$\mathsf D(\mathbf k)=\sum_{\mathbf n\ne0}\cos(\mathbf k\cdot\mathbf n)\,\nabla\nabla\frac{\operatorname{erfc}(\eta r)}{r}-4\pi\sum_{\mathbf G}\frac{\mathbf K\mathbf K}{K^2}e^{-K^2/4\eta^2}+\frac{4\eta^3}{3\sqrt\pi}\mathsf 1 .$$

Evaluated at 969 wavevectors with spacing $\pi/16$, which cover the zone up to symmetry, the largest eigenvalue occurs at $M$. Five local searches from random starting wavevectors found none larger.

The runner-up among the symmetric patterns is instructive. At $X=(\pi,0,0)$ whole sheets of parallel dipoles alternate in sign, and the transverse eigenvalue is 4.8437, with threshold $s=0.2065$. This too lies below the Clausius-Mossotti value. Half of the nearest columns are then parallel and half antiparallel, so their contributions cancel, and the eigenvalue stays close to that of an isolated column.

## What the early threshold changes

**Permittivity.** Since $\varepsilon$ rises with $s$, its largest value in the stable range is reached at $s_M$. There $x=s_M\lambda_{\rm uniform}=0.7824$, and

$$\varepsilon=\frac{1+2(0.7824)}{1-0.7824}\approx11.8 .$$

In this model, any larger Clausius-Mossotti permittivity belongs to an unstable lattice. At fixed $\alpha=10$ bohr³ the critical spacing follows from $a=(\alpha\lambda)^{1/3}$. It is 3.77 bohr (1.99 Å) for the checkerboard and 3.47 bohr (1.84 Å) for the uniform pattern. On compression the checkerboard is met first.

**Finite samples.** For a finite block, the largest eigenvalue of its dipole matrix is the maximum of $\sum\mathbf p\cdot\mathsf T\mathbf p/\sum p^2$ over patterns confined to the block. Such patterns are among those of the infinite lattice, so the block's threshold cannot lie below $1/\Lambda$. Open bars with $2\times2\times8$, $4\times4\times16$ and $6\times6\times24$ particles have thresholds 0.2044, 0.1921 and 0.1894. Even the smallest, with 32 particles, fails well before 0.2387.

In the largest bar the softest pattern has more than 99.9% of its squared amplitude along $z$. The sum of products of neighbouring $z$ dipoles, divided by the sum of their squares, is $+0.99$ along the columns and $-0.90$ across them in the $x$ direction. This is the checkerboard, tapered towards the surfaces.

**Periodic simulation cells.** A periodic cell of $n^3$ particles admits only wavevectors whose components are multiples of $2\pi/n$. A cell with one particle admits only the uniform pattern and, with the macroscopic field set to zero, reports 0.2387. To contain $M$, a cell with edges along the cube axes must have an even number of particles along two of them; a cell rotated by 45° about $z$, with edges $(1,1,0)$, $(1,-1,0)$ and $(0,0,1)$, contains $M$ with only two particles. Cells with $n=2$ and $n=4$ give 0.1868, whereas $n=3$, 5 and 7 give 0.1964, 0.1903 and 0.1886. An odd cell can therefore appear stable at a polarizability for which the lattice is not.

**Failure of an iteration.** One way to seek the induced dipoles is to repeat $\mathbf p\leftarrow\alpha(\mathbf E+\mathsf T\mathbf p)$. Each pass multiplies the error in a mode by $s\lambda$, so the iteration requires $s|\lambda|<1$ for negative eigenvalues as well, although these modes are stiff and harmless to the energy.

Since $\mathsf T$ has zero trace, the three eigenvalues at each $\mathbf k$ add to zero. At $X$ the longitudinal one is $-2(4.8437)=-9.6874$, the lowest found in the zone. For the infinite lattice the iteration thus fails above $s=1/9.6874=0.1032$, far below any physical instability, whenever the field or the starting guess contains this mode. A uniform field on a one-particle periodic cell excites only the uniform mode, and there the iteration converges up to $s=0.2387$.

The $4\times4\times16$ bar, driven by random fields, shows the difference. After 400 passes the error relative to the direct solution is at rounding level for $s=0.09$, but about $10^{66}$ for $s=0.17$. At $s=0.17$ the smallest curvature of the bar's energy is still positive, $0.115/\alpha$. Divergence of this iteration is not evidence of a polarization catastrophe.

## Where point dipoles stop being a fair model

The example is a test of a particle model and represents no particular substance. Its spacing of 3.6 bohr, about 1.9 Å, is far shorter than the roughly 3 Å or more typical between non-hydrogen atoms of neighbouring molecules. At such short range the electron clouds overlap, and the point-dipole field is too strong.

Thole damping is one remedy. One form smears a unit charge with density proportional to $e^{-cr^3/\alpha}$. The charge within radius $r$ is $f_3=1-e^{-w}$, with $w=cr^3/\alpha$, and the field is $f_3\mathbf r/r^3$. The dipole tensor is minus its gradient. Differentiating $f_3$ gives $f_3'=3we^{-w}/r$, so

$$\mathsf T_{\rm damped}=\frac{3f_5\,\mathbf r\mathbf r}{r^5}-\frac{f_3\mathsf 1}{r^3},\qquad f_5=f_3-we^{-w}=1-(1+w)e^{-w}.$$

With $c=0.39$ and the example's $\alpha$ and $a$ unchanged, $s\lambda$ for the checkerboard falls from 1.15 to 0.52. The instability disappears. On a grid of wavevectors with spacing $\pi/8$, and for $s$ from 0.05 to 1.00 in steps of 0.05, the largest damped value of $s\lambda$ is 0.69. No instability occurs anywhere in that scan. This holds for the stated $c$, this lattice and the scanned range of $s$. It does not vouch for weaker damping or other structures, nor for larger $s$: at $s=2.5$ the same damped lattice is unstable again, with $s\lambda\approx1.24$ for dipoles along $z$ that alternate in sign from layer to layer along $z$.

The threshold 0.1868 is thus a property of undamped, linear, isotropic point dipoles on a rigid simple cubic lattice. Higher multipoles, short-range repulsion and motion of the particles are left out and could shift it. Nor can the linear model say what follows the instability, since its energy then has no lower bound. A finite final polarization requires terms beyond $p^2$ that raise the energy at large $p$. The numerical output below lists the main values used here; it does not include the damped case $s=2.5$.

## Computed results

```
lambda, M mode along z: 5.35358 (units 1/a^3)
lambda, X transverse mode: 4.84372 (units 1/a^3)
lambda, uniform transverse mode: 4.18879 (units 1/a^3)
lambda, uniform longitudinal limit: -8.37758 (units 1/a^3)
lambda, X longitudinal mode (lowest): -9.68744 (units 1/a^3)
own column, 4 zeta(3): 4.80823 (units 1/a^3)
four nearest columns at M: +0.58206 (units 1/a^3)
four diagonal columns at M: -0.03627 (units 1/a^3)
all other columns at M: -0.00044 (units 1/a^3)
critical alpha/a^3, M mode: 0.18679 (dimensionless)
critical alpha/a^3, X mode: 0.20645 (dimensionless)
critical alpha/a^3, Clausius-Mossotti: 0.23873 (dimensionless)
ratio of M to Clausius-Mossotti threshold: 0.7824
permittivity at M threshold: 11.789 (relative)
largest direct-sum minus Ewald difference: 6.1e-05 (1/a^3)
zone scan: 969 wavevectors, step pi/16 (1/a)
open bar (2, 2, 8): lambda 4.8924, threshold 0.2044
open bar (4, 4, 16): lambda 5.2047, threshold 0.1921
open bar (6, 6, 24): lambda 5.2802, threshold 0.1894
largest bar, z share of softest mode: 0.9999
largest bar, neighbour correlation along z: +0.992
largest bar, neighbour correlation along x: -0.901
periodic cell 1x1x1: threshold 0.23873 (alpha/a^3)
periodic cell 2x2x2: threshold 0.18679 (alpha/a^3)
periodic cell 3x3x3: threshold 0.19644 (alpha/a^3)
periodic cell 4x4x4: threshold 0.18679 (alpha/a^3)
periodic cell 5x5x5: threshold 0.19029 (alpha/a^3)
periodic cell 7x7x7: threshold 0.18858 (alpha/a^3)
fixed-point iteration limit: 0.10323 (alpha/a^3)
iteration error at 0.09, 400 steps: 6.7e-16 (relative)
iteration error at 0.17, 400 steps: 1.5e+66 (relative)
lowest stiffness of that bar at 0.17: 0.1152 (1/alpha)
example polarizability: 10.0 bohr^3
example spacing: 3.60 bohr
example alpha/a^3: 0.21433 (dimensionless)
example Clausius-Mossotti permittivity: 27.36
example s*lambda, uniform: 0.8978
example s*lambda, M: 1.1475
example curvature, uniform: +0.01022 bohr^-3
example curvature, M: -0.01475 bohr^-3
frozen dipole: 0.1 e bohr
energy change per particle, M pattern: -7.373e-05 hartree
critical spacing, M: 3.7689 bohr = 1.9944 angstrom
critical spacing, C-M: 3.4729 bohr = 1.8378 angstrom
Thole parameter: 0.39 (dimensionless)
example damped s*lambda, M: 0.5207
example damped s*lambda, largest on grid: 0.5207
damped scan range of alpha/a^3: 0.05 to 1.00
largest damped s*lambda in scan: 0.6945
reached at alpha/a^3: 0.85
```
